# Magnetic versus electric near-field heat exchange between small metal spheres: verification in Python

```python
# Result under test: for two identical small good-conductor spheres the ratio
# of magnetic-magnetic to electric-electric dipolar near-field heat exchange is
#     ((Z0*sigma*R)**2/90)**2 .
# R radius, d centre distance, sigma conductivity, Z0 vacuum impedance,
# delta skin depth, tau relaxation time, T temperature, k = omega/c.
# SI units inside; time factor exp(-i omega t); p = eps0*alphaE*E, m = alphaM*H.
# Exact side: Mie coefficients and full dipole propagators.
import numpy as np
import mpmath as mp
from scipy.constants import c, hbar, k as kB, epsilon_0 as eps0, mu_0 as mu0

mp.mp.dps = 30
Z0 = mu0 * c


def permittivity(omega, sigma, tau=0.0, background=1.0):
    return background + 1j * sigma / (eps0 * omega * (1 - 1j * omega * tau))


def mie_absorption(l, eps, x):
    """Re(a)-|a|^2 for the electric and magnetic Mie coefficients of order l."""
    x = mp.mpf(float(x))
    m = mp.sqrt(mp.mpc(complex(eps)))
    z = m * x

    def psi(n, u):
        return mp.sqrt(mp.pi * u / 2) * mp.besselj(n + mp.mpf(1) / 2, u)

    def chi(n, u):
        return mp.sqrt(mp.pi * u / 2) * mp.bessely(n + mp.mpf(1) / 2, u)

    px, pz = psi(l, x), psi(l, z)
    p1x, p1z = psi(l - 1, x), psi(l - 1, z)
    dpx, dpz = p1x - l * px / x, p1z - l * pz / z
    xi = px + 1j * chi(l, x)
    dxi = p1x + 1j * chi(l - 1, x) - l * xi / x
    a = (m * pz * dpx - px * dpz) / (m * pz * dxi - xi * dpz)
    b = (pz * dpx - m * px * dpz) / (pz * dxi - m * xi * dpz)
    return float(a.real - abs(a)**2), float(b.real - abs(b)**2)


def exact_losses(omega, sigma, R, tau=0.0, background=1.0):
    """Absorptive parts of alphaE and alphaM in m^3, from Mie theory."""
    k = omega / c
    ea, ma = mie_absorption(1, permittivity(omega, sigma, tau, background), k * R)
    return 6 * np.pi / k**3 * ea, 6 * np.pi / k**3 * ma


def exact_ratio(omega, sigma, R, tau=0.0):
    e, m = exact_losses(omega, sigma, R, tau)
    return (m / e)**2


def law(sigma, R):
    return ((Z0 * sigma * R)**2 / 90)**2


def green(r, k):
    dist = np.linalg.norm(r)
    n = r / dist
    y = k * dist
    return np.exp(1j * y) / (4 * np.pi * dist) * (
        (1 + 1j / y - 1 / y**2) * np.eye(3)
        + (-1 - 3j / y + 3 / y**2) * np.outer(n, n))


def same_kind_weight(k, d):
    return k**4 * np.sum(abs(green(np.array([0, 0, d]), k))**2)


def mixed_weight(k, d):
    return 2 * k**2 * abs(k * (1 + 1j / (k * d)) / (4 * np.pi * d))**2


def planck_energy(omega, T):
    return hbar * omega / np.expm1(hbar * omega / (kB * T))


def thermal_exchange(T, sigma, R, d, tau=0.0, background=1.0, nodes=40):
    """One-way powers EE, MM, EM+ME and power radiated to empty space (W)."""
    t, w = np.polynomial.legendre.leggauss(nodes)
    total = np.zeros(4)
    for xx, ww in zip(20 * (t + 1), 20 * w):
        omega = xx * kB * T / hbar
        k = omega / c
        e, m = exact_losses(omega, sigma, R, tau, background)
        theta = planck_energy(omega, T)
        f = 2 / np.pi * theta
        g = same_kind_weight(k, d)
        intensity = omega**2 * theta / (4 * np.pi**3 * c**2)
        total += ww * kB * T / hbar * np.array([
            f * g * e * e, f * g * m * m, 2 * f * mixed_weight(k, d) * e * m,
            4 * np.pi * intensity * k * (e + m)])
    return total


def closed_power(T, A, R, d):
    return 4 * np.pi**3 / 5 * (R / d)**6 * A**2 * (kB * T)**4 / hbar**3


# --- single-sphere losses and the ratio law against Mie theory
for sig, om, rad in [(1e6, 1e13, 5e-9), (1e6, 1e13, 4e-8), (5e6, 3e12, 2e-8)]:
    e, m = exact_losses(om, sig, rad)
    vol = 4 * np.pi * rad**3
    assert abs(e / (vol * 3 * eps0 * om / sig) - 1) < 1e-3
    assert abs(m / (vol * mu0 * sig * om * rad**2 / 30) - 1) < 1e-3
    assert abs(exact_ratio(om, sig, rad) / law(sig, rad) - 1) < 2e-3

# --- leading finite-skin-depth corrections at R/delta = 0.5
om, sig = 1e12, 1e6
rad = 0.5 * np.sqrt(2 / (mu0 * sig * om))
e, m = exact_losses(om, sig, rad)
vol = 4 * np.pi * rad**3
dev_e = e / (vol * 3 * eps0 * om / sig) - 1
dev_m = m / (vol * mu0 * sig * om * rad**2 / 30) - 1
dev_r = exact_ratio(om, sig, rad) / law(sig, rad) - 1
assert abs(dev_e / (2 / 175 * 0.5**4) - 1) < 0.03
assert abs(dev_m / (-4 / 105 * 0.5**4) - 1) < 0.03
assert abs(dev_r / (-52 / 525 * 0.5**4) - 1) < 0.03

# --- complex (Drude) conductivity: the modulus of sigma enters
om, sig, tau_t, rad = 1e13, 1e6, 2e-13, 1e-8
sig_abs = abs(sig / (1 - 1j * om * tau_t))
assert abs(exact_ratio(om, sig, rad, tau_t) / law(sig_abs, rad) - 1) < 1e-2

# --- exchange prefactor: near-field form, and Planck plus Kirchhoff far away
k_t = 1e5
near = 2 / np.pi * same_kind_weight(k_t, 1e-3 / k_t)
assert abs(near / (3 / (4 * np.pi**3) * (k_t / 1e-3)**6) - 1) < 1e-5
om, d_far, T_t = k_t * c, 1e3 / k_t, 300.0
theta = planck_energy(om, T_t)
intensity = om**2 * theta / (4 * np.pi**3 * c**2)
kirchhoff = 4 * np.pi * intensity * k_t * k_t / (4 * np.pi * d_far**2)
for weight in (same_kind_weight, mixed_weight):
    assert abs(2 / np.pi * theta * weight(k_t, d_far) / kirchhoff - 1) < 1e-5

# --- mixed propagator against a finite-difference curl
levi = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, l], levi[i, l, j] = 1, -1
for y in (0.3, 1.0, 3.0):
    r0, h = np.array([0, 0, y]), 1e-4 * y
    grad = np.array([(green(r0 + h * u, 1.0) - green(r0 - h * u, 1.0)) / (2 * h)
                     for u in np.eye(3)])
    curl = np.einsum('ijk,jkl->il', levi, grad)
    assert abs(np.sum(abs(curl)**2) / mixed_weight(1.0, y) - 1) < 1e-5
y = 1e-3
assert abs(mixed_weight(1.0, y) / same_kind_weight(1.0, y) / (y**2 / 3) - 1) < 1e-4

# --- eddy loss by quadrature in the field of an axial magnetic dipole
t, w = np.polynomial.legendre.leggauss(24)
r, wr = (t + 1) / 2, w / 2
rr, cc = np.meshgrid(r, t, indexing='ij')
ww = np.outer(wr, w) * 2 * np.pi * rr**2
D = 50.0                                   # distance in sphere radii
rho2 = rr**2 * (1 - cc**2)
A2 = rho2 / (D**2 + 2 * D * rr * cc + rr**2)**3   # squared vector potential
B_centre = 2 / D**3
joule = 0.5 * np.sum(ww * A2)              # sigma = omega = R = 1
uniform = 0.5 * (4 * np.pi / 30) * B_centre**2
axial_coeff = (joule / uniform - 1) * D**2
assert abs(joule / uniform - 1) < 1e-3
assert abs(axial_coeff / (9 / 7) - 1) < 1e-2

# --- quadrupole responses relative to dipole responses
om, sig, rad = 1e13, 1e6, 1e-8
x = om * rad / c
d1 = mie_absorption(1, permittivity(om, sig), x)
d2 = mie_absorption(2, permittivity(om, sig), x)
beta_e, beta_m = [(q * 30 / x**5) / (p * 1.5 / x**3) for p, q in zip(d1, d2)]
assert abs(beta_e / (5 / 6) - 1) < 1e-3 and abs(beta_m / (4 / 7) - 1) < 1e-3


def dipole_field(pos, p):
    s = np.linalg.norm(pos)
    n = pos / s
    return (3 * n * np.dot(n, p) - p) / s**3


def gradient_norm(p):
    r0, h = np.array([0, 0, 1.0]), 1e-4
    return sum(np.sum(((dipole_field(r0 + h * u, p)
                        - dipole_field(r0 - h * u, p)) / (2 * h))**2)
               for u in np.eye(3))


axial_to_transverse = gradient_norm(np.eye(3)[2]) / gradient_norm(np.eye(3)[0])
quad_weight = 4 * (axial_coeff / beta_m) * (1 + 2 / axial_to_transverse) / 6
assert abs(quad_weight / (15 / 6) - 1) < 1e-2
quad_e, quad_m = 2 * quad_weight * beta_e, 2 * quad_weight * beta_m
assert abs(quad_e / (25 / 6) - 1) < 1e-2 and abs(quad_m / (20 / 7) - 1) < 1e-2

# --- thermally integrated power against the closed form, small spheres
rad, dist = 5e-9, 4e-8
pe, pm = thermal_exchange(300.0, 1e6, rad, dist)[:2]
assert abs(pe / closed_power(300.0, 3 * eps0 / 1e6, rad, dist) - 1) < 2e-3
assert abs(pm / closed_power(300.0, mu0 * 1e6 * rad**2 / 30, rad, dist) - 1) < 2e-3

# --- worked example: rough values for a resistive alloy such as nichrome
sigma, R, d, T = 1e6, 50e-9, 400e-9, 300.0
tau, mean_free_path, background = 1e-15, 1e-9, 10.0
mean_x = float(4 * mp.zeta(5) / mp.zeta(4))
omega = mean_x * kB * T / hbar
delta = np.sqrt(2 / (mu0 * sigma * omega))
e, m = exact_losses(omega, sigma, R)
vol = 4 * np.pi * R**3
A_e, A_m = 3 * eps0 / sigma, mu0 * sigma * R**2 / 30
P_e, P_m = closed_power(T, A_e, R, d), closed_power(T, A_m, R, d)
full = thermal_exchange(T, sigma, R, d)
finer = thermal_exchange(T, sigma, R, d, nodes=60)
shift = np.max(abs(finer / full - 1))
assert shift < 1e-5
ratio_full = full[1] / full[0]
assert abs(ratio_full / law(sigma, R) - 1) < 0.03
drude = thermal_exchange(T, sigma, R, d, tau=tau)
bound = thermal_exchange(T, sigma, R, d, tau=tau, background=background)
rough = thermal_exchange(T, sigma / (1 + mean_free_path / R), R, d)
q = (R / d)**2

print(f"conductivity sigma = {sigma:.2e} S/m")
print(f"radius R = {R*1e9:.0f} nm, centre distance d = {d*1e9:.0f} nm")
print(f"temperature T = {T:.0f} K")
print(f"vacuum impedance Z0 = {Z0:.3f} ohm")
print(f"Z0 sigma R = {Z0*sigma*R:.3f}")
print(f"loss quotient (Z0 sigma R)^2/90 = {(Z0*sigma*R)**2/90:.4f}")
print(f"exchange ratio from the law = {law(sigma, R):.3f}")
print(f"crossover radius = {np.sqrt(90)/(Z0*sigma)*1e9:.2f} nm")
print(f"crossover radius at 4e7 S/m = {np.sqrt(90)/(Z0*4e7)*1e9:.3f} nm")
print(f"mean hbar omega/(kB T) of exchange = {mean_x:.4f}")
print(f"mean angular frequency = {omega:.3e} rad/s")
print(f"sigma/(eps0 omega) there = {sigma/(eps0*omega):.1f}")
print(f"skin depth there = {delta*1e9:.1f} nm, R/delta = {R/delta:.3f}")
print(f"omega d/c there = {omega*d/c:.3f}, omega tau = {omega*tau:.3f}")
print(f"alphaE''/(4 pi R^3): formula {A_e*omega:.4e}, Mie {e/vol:.4e}")
print(f"alphaM''/(4 pi R^3): formula {A_m*omega:.4e}, Mie {m/vol:.4e}")
print(f"A_E = {A_e:.4e} s, A_M = {A_m:.4e} s")
print(f"closed one-way power, electric = {P_e:.4e} W")
print(f"closed one-way power, magnetic = {P_m:.4e} W")
print(f"closed conductance 4(P_E+P_M)/T = {4*(P_e+P_m)/T:.4e} W/K")
print(f"full dipole power, electric = {full[0]:.4e} W")
print(f"full dipole power, magnetic = {full[1]:.4e} W")
print(f"full dipole power, mixed (both paths) = {full[2]:.4e} W")
print(f"mixed/electric = {full[2]/full[0]:.4f}, mixed/magnetic = {full[2]/full[1]:.4f}")
print(f"full dipole exchange ratio = {ratio_full:.3f}")
print(f"largest relative shift, 40 to 60 nodes = {shift:.1e}")
print(f"relaxation time = {tau*1e15:.1f} fs: ratio {drude[1]/drude[0]:.3f}")
print(f"also background permittivity {background:.0f}: ratio {bound[1]/bound[0]:.3f}")
print(f"mean free path {mean_free_path*1e9:.1f} nm, surface: ratio {rough[1]/rough[0]:.3f}")
print(f"quadrupole addition, electric = {100*quad_e*q:.2f} %")
print(f"quadrupole addition, magnetic = {100*quad_m*q:.2f} %")
print(f"ratio factor from quadrupoles = {(1+quad_m*q)/(1+quad_e*q):.4f}")
print(f"power radiated to empty space = {full[3]:.3e} W")
print(f"radiated/exchanged power = {full[3]/sum(full[:3]):.1f}")
scan = []
for u in (0.25, 0.5, 1.0, 2.0, 5.0):
    scan.append(exact_ratio(omega, sigma, u * delta) / law(sigma, u * delta))
    print(f"R/delta = {u:.2f}: R = {u*delta*1e9:.1f} nm, Mie ratio/law = {scan[-1]:.5f}")
assert scan[0] > 0.99 and scan[-1] < 0.5
for rad in (10e-9, 25e-9, 50e-9):
    print(f"R = {rad*1e9:.0f} nm: law {law(sigma, rad):.4f}, "
          f"Mie {exact_ratio(omega, sigma, rad):.4f}")
print("no test failed")
```

Output:

```
conductivity sigma = 1.00e+06 S/m
radius R = 50 nm, centre distance d = 400 nm
temperature T = 300 K
vacuum impedance Z0 = 376.730 ohm
Z0 sigma R = 18.837
loss quotient (Z0 sigma R)^2/90 = 3.9424
exchange ratio from the law = 15.542
crossover radius = 25.18 nm
crossover radius at 4e7 S/m = 0.630 nm
mean hbar omega/(kB T) of exchange = 3.8322
mean angular frequency = 1.505e+14 rad/s
sigma/(eps0 omega) there = 750.4
skin depth there = 102.8 nm, R/delta = 0.486
omega d/c there = 0.201, omega tau = 0.151
alphaE''/(4 pi R^3): formula 3.9981e-03, Mie 4.0041e-03
alphaM''/(4 pi R^3): formula 1.5762e-02, Mie 1.5727e-02
A_E = 2.6563e-17 s, A_M = 1.0472e-16 s
closed one-way power, electric = 1.6754e-17 W
closed one-way power, magnetic = 2.6040e-16 W
closed conductance 4(P_E+P_M)/T = 3.6954e-18 W/K
full dipole power, electric = 1.7143e-17 W
full dipole power, magnetic = 2.6386e-16 W
full dipole power, mixed (both paths) = 2.5267e-18 W
mixed/electric = 0.1474, mixed/magnetic = 0.0096
full dipole exchange ratio = 15.392
largest relative shift, 40 to 60 nodes = 2.4e-15
relaxation time = 1.0 fs: ratio 14.088
also background permittivity 10: ratio 13.997
mean free path 1.0 nm, surface: ratio 14.223
quadrupole addition, electric = 6.51 %
quadrupole addition, magnetic = 4.47 %
ratio factor from quadrupoles = 0.9808
power radiated to empty space = 3.650e-14 W
radiated/exchanged power = 128.7
R/delta = 0.25: R = 25.7 nm, Mie ratio/law = 0.99913
R/delta = 0.50: R = 51.4 nm, Mie ratio/law = 0.99182
R/delta = 1.00: R = 102.8 nm, Mie ratio/law = 0.89993
R/delta = 2.00: R = 205.7 nm, Mie ratio/law = 0.28448
R/delta = 5.00: R = 514.2 nm, Mie ratio/law = 0.00061
R = 10 nm: law 0.0249, Mie 0.0249
R = 25 nm: law 0.9714, Mie 0.9706
R = 50 nm: law 15.5424, Mie 15.4271
no test failed
```
